**Numerical tests of a 3Δ1 state in static fields**

The program tests the near-cancellation of the orbital and spin moments, the Ω-doublet splitting δ, and the reversal of the internal interaction with orientation N. A is the spin-orbit constant, B the rotational constant, D1 and D0 the Π and Σ gaps, d the dipole, P the polarization, and W the electron dipole times the effective field. It asserts that the molecular matrices reproduce the spectrum R(R+1), and that high-precision diagonalization agrees with the leading doublet and moment formulas at small coupling. Rotor functions integrated by quadrature and a rotor with J = 1 to 4 test the polarization, the difference 4WP between orientations, and the axial magnetic background. A separate s–p spin-orbital model tests the sign reversal of a pseudoscalar interaction. For the round parameters chosen, the output shows g = 0.0060, δ/h = 0.415 MHz and 99 percent polarization at 1.52 V/cm. The leading formulas give 0.0090 and 0.720 MHz there, which shows the size of higher-order spin-orbit effects.

## Check in Python

```python
# Result under test: a 3Delta1 state has nearly cancelling orbital and spin
# moments, a tiny Omega doublet polarized by a weak electric field, and two
# orientations whose internal effective fields are opposite.
# Lambda, Sigma, Omega: axial projections of L, S, J; M: laboratory projection.
# A: spin-orbit constant; B: rotational constant; D1, D0: Pi and Sigma gaps.
# G = <(L + gS S).J>; g_J = G/[J(J+1)]; delta: doublet splitting; d: dipole.
# N = Omega*M: orientation; P: polarization; W = d_e * effective field.
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.special import eval_jacobi

mp.mp.dps = 40
g_spin = abs(sc.physical_constants["electron g factor"][0])


def lowering(j, m):
    return mp.sqrt(j * (j + 1) - m * (m - 1))


def molecular_operators(J):
    """Scalar products J.L, J.S, L.S in the basis (Lambda, Sigma)."""
    states = [(l, s) for l in range(-2, 3) for s in (-1, 0, 1)
              if abs(l + s) <= J]
    index = {state: i for i, state in enumerate(states)}
    n = len(states)
    JL, JS, LS = mp.zeros(n), mp.zeros(n), mp.zeros(n)
    for (l, s), i in index.items():
        omega = l + s
        JL[i, i], JS[i, i], LS[i, i] = l * omega, s * omega, l * s
        links = (
            (JL, (l - 1, s), lowering(2, l) * lowering(J, omega)),
            (JS, (l, s - 1), lowering(1, s) * lowering(J, omega)),
            (LS, (l - 1, s + 1), lowering(2, l) * lowering(1, s + 1)))
        for operator, target, value in links:
            if target in index:
                k = index[target]
                operator[i, k] = operator[k, i] = value / 2
    return states, JL, JS, LS


def solve_molecule(J, D1, D0, A, B):
    """Levels, doublet splitting, and orbital and spin parts of G."""
    states, JL, JS, LS = molecular_operators(J)
    n = len(states)
    H = A * LS + B * ((J * (J + 1) + 8) * mp.eye(n)
                      - 2 * JL - 2 * JS + 2 * LS)
    gaps = {2: mp.mpf(0), 1: D1, 0: D0}
    for i, (l, s) in enumerate(states):
        H[i, i] += gaps[abs(l)]
    energies, vectors = mp.eigsy(H)
    v = vectors[:, 0]
    orbital = (v.T * JL * v)[0]
    spin = g_spin * (v.T * JS * v)[0]
    return energies, energies[1] - energies[0], orbital, spin


# With no electronic energies the spectrum must be that of R = J - L - S.
for J in (1, 2):
    expected = sorted(R * (R + 1) for K in (1, 2, 3)
                      for R in range(abs(K - J), K + J + 1))
    found = solve_molecule(J, mp.mpf(0), mp.mpf(0), mp.mpf(0), mp.mpf(1))[0]
    assert len(found) == len(expected)
    assert max(abs(found[i] - expected[i]) for i in range(len(found))) < 1e-25


def doublet_law(J, D1, D0, A, B):
    return 144 * A**2 * B**2 * J * (J + 1) / (D1**2 * D0)


def moment_law(D1, A, B):
    return 2 - g_spin + 2 * A**2 / D1**2 + 8 * B / D1


# Small couplings: omitted relative terms are a few times A/D1 = 0.001.
small = (mp.mpf(1), mp.mpf("1.4"), mp.mpf("0.001"), mp.mpf("1e-7"))
law_ratios = []
for J in (1, 2):
    split = solve_molecule(J, *small)[1]
    law_ratios.append(float(split / doublet_law(J, *small)))
    assert abs(law_ratios[-1] - 1) < 0.01
_, _, orbital, spin = solve_molecule(1, *small)
mixing_found = orbital + spin - (2 - g_spin)
mixing_law = moment_law(small[0], small[2], small[3]) - (2 - g_spin)
assert abs(mixing_found / mixing_law - 1) < 0.01

# Worked molecule, frequencies in GHz.
D1, D0, A, B = map(mp.mpf, (300000, 400000, 30000, 10))
_, split, orbital, spin = solve_molecule(1, D1, D0, A, B)
delta = float(split) * 1000
delta_leading = float(doublet_law(1, D1, D0, A, B)) * 1000
G = float(orbital + spin)
g_J = G / 2
assert abs(G) < 0.02 * abs(float(orbital))

# Rotor functions for |Omega| = |M| = 1; sign s is Omega*M.
x, weight = np.polynomial.legendre.leggauss(24)
J_values = (1, 2, 3, 4)


def rotor_function(J, s):
    a, b = (0, 2) if s == 1 else (2, 0)
    return np.sqrt((2*J + 1) / 2) * (1 + s*x) / 2 * eval_jacobi(J-1, a, b, x)


cosine = {}
for s in (-1, 1):
    f = np.array([rotor_function(J, s) for J in J_values])
    assert np.allclose((f * weight) @ f.T, np.eye(4), atol=1e-12)
    cosine[s] = (f * weight * x) @ f.T
    for i, J in enumerate(J_values):
        assert abs(cosine[s][i, i] - s / (J * (J + 1))) < 1e-12

B_MHz = float(B) * 1000
dipole_au = 1.5
dipole = dipole_au * sc.e * sc.physical_constants["Bohr radius"][0] \
    * 100 / sc.h / 1e6  # MHz per (V/cm)


def rotor_levels(field, M, zeeman=0.0, W=0.0):
    """J=1 pair: energies in MHz and mean Omega; zeeman = G*muB*Bz/h."""
    H = np.zeros((8, 8))
    for block, omega in enumerate((1, -1)):
        part = slice(4 * block, 4 * block + 4)
        H[part, part] = (-dipole * field + zeeman * omega) * cosine[omega*M]
        H[part, part] += np.diag([B_MHz * (J*(J+1) - 2) + W * omega
                                  for J in J_values])
    for i, J in enumerate(J_values):
        H[i, i + 4] = H[i + 4, i] = delta * J * (J + 1) / 4
    energy, vector = np.linalg.eigh(H)
    omega_mean = (vector[:4]**2).sum(axis=0) - (vector[4:]**2).sum(axis=0)
    return energy[:2], omega_mean[:2]


def polarization(field):
    return dipole * field / np.hypot(delta, dipole * field)


fields = (0.1, 0.3, 1.0, 3.0, 10.0)
polarization_found = []
for field in fields:
    for M in (-1, 1):
        energy, omega_mean = rotor_levels(field, M)
        assert np.allclose(omega_mean, [M * polarization(field),
                                        -M * polarization(field)], atol=1e-6)
        gap = np.hypot(delta, dipole * field)
        assert abs((energy[1] - energy[0]) / gap - 1) < 1e-5
    polarization_found.append(omega_mean[0])


def orientation_splittings(field, zeeman, W):
    """E(M=+1)-E(M=-1), ordered N=+1 then N=-1."""
    return (rotor_levels(field, 1, zeeman, W)[0]
            - rotor_levels(field, -1, zeeman, W)[0])


# Exaggerated shifts, in MHz, keep differences above rounding error.
for field in (0.3, 3.0):
    W_test, zeeman_test = 1e-3, 0.1
    forward = orientation_splittings(field, zeeman_test, W_test)
    reverse = orientation_splittings(field, -zeeman_test, W_test)
    signal = (forward[0] - forward[1] + reverse[0] - reverse[1]) / 2
    assert abs(signal / (4 * W_test * polarization(field)) - 1) < 1e-4
    magnetic = orientation_splittings(field, zeeman_test, 0.0)
    relative = (magnetic[0] - magnetic[1]) / zeeman_test
    expected = 3 * dipole * field * polarization(field) / (10 * B_MHz)
    assert abs(relative / expected - 1) < 2e-3
    assert abs(magnetic.mean() / zeeman_test - 1) < 1e-5

# Independent s-p spin-orbital model of the pseudoscalar sigma.rhat.
nodes, node_weights = np.polynomial.legendre.leggauss(6)
phi = np.arange(12) * 2 * np.pi / 12
u, p = np.meshgrid(nodes, phi, indexing="ij")
w = np.repeat(node_weights[:, None], 12, axis=1).ravel() * 2 * np.pi / 12
r = np.array([np.sqrt(1-u*u)*np.cos(p), np.sqrt(1-u*u)*np.sin(p), u])
r = r.reshape(3, -1)
orbitals = np.vstack([np.ones(r.shape[1]), np.sqrt(3) * r])
orbitals /= np.sqrt(4 * np.pi)
direction = [(orbitals * w * r[k]) @ orbitals.T for k in range(3)]
sigma = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]), np.diag([1, -1]).astype(complex)]
orbital_l = [np.zeros((4, 4), complex) for _ in range(3)]
for k in range(3):
    a, b = (k + 1) % 3, (k + 2) % 3
    orbital_l[k][a+1, b+1], orbital_l[k][b+1, a+1] = -1j, 1j
pseudoscalar = sum(np.kron(direction[k], sigma[k]) for k in range(3))
spin_orbit = sum(np.kron(orbital_l[k], sigma[k]) / 2 for k in range(3))
sigma_z = np.kron(np.eye(4), sigma[2])
j_z = np.kron(orbital_l[2], np.eye(2)) + sigma_z / 2
sp_gap, zeta, hybrid = 1.0, 0.3, 0.01
internal = {}
for N in (-1, 1):
    for spin_sign in (-1, 1):
        H = np.kron(np.diag([0, sp_gap, sp_gap, sp_gap]), np.eye(2)) \
            + zeta * spin_orbit - hybrid * N * np.kron(direction[2], np.eye(2))
        # The added term commutes with H and only selects one degenerate state.
        v = np.linalg.eigh(H - 1e-3 * spin_sign * j_z)[1][:, 0]
        value = np.vdot(v, pseudoscalar @ v).real
        spin_value = np.vdot(v, sigma_z @ v).real
        prediction = 2 * hybrid * N * spin_sign / (3 * (sp_gap - zeta))
        assert abs(value / prediction - 1) < 2e-3
        assert abs(spin_value - spin_sign) < 1e-3
        internal[N, spin_sign] = value
assert abs(internal[1, -1] + internal[-1, -1]) < 1e-12

# Numerical example.
critical = delta / dipole
field_99 = critical * 0.99 / np.sqrt(1 - 0.99**2)
assert abs(rotor_levels(field_99, 1)[1][0] - 0.99) < 1e-6
field = 3.0
P = polarization(field)
magnetic_field = 10e-6
mu_B = sc.physical_constants["Bohr magneton"][0]
zeeman_Hz = 2 * g_J * mu_B * magnetic_field / sc.h
magnetic_difference = zeeman_Hz * 3 * dipole * field * P / (10 * B_MHz)
effective_field, trial_edm = 50e9, 1e-30  # V/cm and e cm
shift_uHz = effective_field * trial_edm * sc.e / sc.h * 1e6
energy = rotor_levels(field, 1)[0]
zero_energy = rotor_levels(0.0, 1)[0].mean()

print(f"electron spin g factor: {g_spin:.8f}")
print(f"pure 3Delta1 J=1 orbital part of g_J: {2/2:.6f}")
print(f"pure 3Delta1 J=1 spin part of g_J: {-g_spin/2:.6f}")
print(f"pure 3Delta1 J=1 total g_J: {(2-g_spin)/2:.6f}")
print(f"spin-orbit constant A/h: {float(A)/1000:.1f} THz")
print(f"rotational constant B/h: {float(B):.1f} GHz")
print(f"Pi gap D1/h: {float(D1)/1000:.1f} THz")
print(f"Sigma gap D0/h: {float(D0)/1000:.1f} THz")
print(f"full model orbital part of g_J: {float(orbital)/2:.6f}")
print(f"full model spin part of g_J: {float(spin)/2:.6f}")
print(f"full model total g_J: {g_J:.6f}")
print(f"leading formula total g_J: {float(moment_law(D1, A, B))/2:.6f}")
print(f"small-coupling doublet/law, J=1: {law_ratios[0]:.5f}")
print(f"small-coupling doublet/law, J=2: {law_ratios[1]:.5f}")
print(f"small-coupling moment mixing/law: {float(mixing_found/mixing_law):.5f}")
print(f"full model J=1 doublet delta/h: {delta:.5f} MHz")
print(f"leading formula J=1 doublet delta/h: {delta_leading:.5f} MHz")
print(f"dipole d: {dipole_au:.2f} atomic units")
print(f"dipole d/h: {dipole:.5f} MHz/(V/cm)")
print(f"critical field delta/d: {critical:.5f} V/cm")
print(f"field for 99 percent polarization: {field_99:.4f} V/cm")
for E, value in zip(fields, polarization_found):
    print(f"polarization at {E:.1f} V/cm: {value:.6f}")
print(f"chosen electric field: {field:.1f} V/cm")
print(f"Stark energy dE/h: {dipole*field:.5f} MHz")
print(f"lower level shift N=+1: {energy[0]-zero_energy:.5f} MHz")
print(f"upper level shift N=-1: {energy[1]-zero_energy:.5f} MHz")
print(f"s-p model gap: {sp_gap:.2f} model energy units")
print(f"s-p model spin-orbit constant: {zeta:.2f} model energy units")
print(f"s-p model hybridizing strength: {hybrid:.3f} model energy units")
print(f"<sigma.rhat>, spin down, N=+1: {internal[1,-1]:.7f}")
print(f"<sigma.rhat>, spin down, N=-1: {internal[-1,-1]:.7f}")
print(f"magnetic field: {magnetic_field*1e6:.1f} microtesla")
print(f"Zeeman splitting of M=+1 and M=-1: {zeeman_Hz:.3f} Hz")
print(f"axial magnetic orientation difference: {magnetic_difference:.5f} Hz")
print(f"assumed effective field: {effective_field/1e9:.1f} GV/cm")
print(f"trial electron dipole: {trial_edm:.1e} e cm")
print(f"fully polarized single-level shift: {shift_uHz:.4f} microhertz")
print(f"orientation difference 4WP/h: {4*shift_uHz*P:.4f} microhertz")
print("no test failed")
```

Output:

```
electron spin g factor: 2.00231930
pure 3Delta1 J=1 orbital part of g_J: 1.000000
pure 3Delta1 J=1 spin part of g_J: -1.001160
pure 3Delta1 J=1 total g_J: -0.001160
spin-orbit constant A/h: 30.0 THz
rotational constant B/h: 10.0 GHz
Pi gap D1/h: 300.0 THz
Sigma gap D0/h: 400.0 THz
full model orbital part of g_J: 0.993069
full model spin part of g_J: -0.987048
full model total g_J: 0.006020
leading formula total g_J: 0.008974
small-coupling doublet/law, J=1: 0.99451
small-coupling doublet/law, J=2: 0.99451
small-coupling moment mixing/law: 0.99795
full model J=1 doublet delta/h: 0.41543 MHz
leading formula J=1 doublet delta/h: 0.72000 MHz
dipole d: 1.50 atomic units
dipole d/h: 1.91932 MHz/(V/cm)
critical field delta/d: 0.21644 V/cm
field for 99 percent polarization: 1.5190 V/cm
polarization at 0.1 V/cm: 0.419413
polarization at 0.3 V/cm: 0.810964
polarization at 1.0 V/cm: 0.977368
polarization at 3.0 V/cm: 0.997407
polarization at 10.0 V/cm: 0.999766
chosen electric field: 3.0 V/cm
Stark energy dE/h: 5.75795 MHz
lower level shift N=+1: -2.88658 MHz
upper level shift N=-1: 2.88633 MHz
s-p model gap: 1.00 model energy units
s-p model spin-orbit constant: 0.30 model energy units
s-p model hybridizing strength: 0.010 model energy units
<sigma.rhat>, spin down, N=+1: -0.0095230
<sigma.rhat>, spin down, N=-1: 0.0095230
magnetic field: 10.0 microtesla
Zeeman splitting of M=+1 and M=-1: 1685.258 Hz
axial magnetic orientation difference: 0.29035 Hz
assumed effective field: 50.0 GV/cm
trial electron dipole: 1.0e-30 e cm
fully polarized single-level shift: 12.0899 microhertz
orientation difference 4WP/h: 48.2344 microhertz
no test failed
```
